# Bond Spin Currents and Exchange Torque in a Non-Collinear Chain, part 2

A bias of 0.1 mV drives a spin current through a magnetic layer of 15 atoms whose moments, along $m=(\sin60^\circ,0,\cos60^\circ)$, are tilted from those of the left lead. The component along $m$ is 2.75 µeV on both sides, but much of the perpendicular part is lost. These notes trace that loss to the exchange field.

Here $\hbar=1$ and spin is counted in units of $\hbar$, so spin currents and torques are energies. The one-body matrix $h$ of the Hamiltonian $H$ has site blocks $h_{nn}=\varepsilon_n+\tfrac12B_n\cdot\sigma$ and scalar hopping $-t_n$ between sites $n$ and $n+1$. The $\sigma$ are Pauli matrices, and $B_n=-\Delta_nm_n$ is the field of a moment along $m_n$ with splitting $\Delta_n$. With $c_n$ the spinor of annihilation operators and $\rho_{m\alpha,n\beta}=\langle c^\dagger_{n\beta}c_{m\alpha}\rangle$, the site spin is $s_n=\langle S_n\rangle=\tfrac12\mathrm{Tr}[\sigma\rho_{nn}]$. $J_n$ is the mean of the spin current $\hat J_n$ from $n$ to $n+1$. The operators obey

$$\dot S_n=\hat J_{n-1}-\hat J_n+B_n\times S_n .\tag{4}$$

$G^r$, $G^a$, $G^<$ are the retarded, advanced and lesser functions, and $\Sigma^r$, $\Sigma^a$, $\Sigma^<$ the self-energies. Lead $q$ ($L$ or $R$) has occupation $f_q$ and $\Gamma_q=i(\Sigma_q^r-\Sigma_q^a)$:

$$G^<=G^r\Sigma^<G^a,\qquad \Sigma^<=i\sum_qf_q\Gamma_q,\tag{8}$$

$$[h,G^<]=-C,\qquad C=\Sigma^rG^<+\Sigma^<G^a-G^<\Sigma^a-G^r\Sigma^< .\tag{9}$$

In a steady state, with $(E)$ marking quantities per unit energy,

$$J_{n-1}(E)-J_n(E)+B_n\times s_n(E)-\frac1{4\pi}\mathrm{Tr}[\sigma C_{nn}]=0 .\tag{10}$$

On interior sites, which the lead self-energies do not reach, $C_{nn}=0$ and

$$J_n(E)-J_{n-1}(E)=B_n\times s_n(E).\tag{11}$$

A broadening $i\eta$ on the device sites, without a matching $\Sigma^<$, breaks (11) by adding $-2\eta\,s_n(E)$ to its right side. This was tested on a ten-site chain with random fields between two magnetic leads, the "random texture" of the numerical output. Other processes that might break (11) are examined next.

**Spin-independent disorder.** Random site energies that are uncorrelated between sites and have variance $D$ give, in the self-consistent Born approximation, $\Sigma^r_{nn}=DG^r_{nn}$, $\Sigma^a_{nn}=DG^a_{nn}$ and $\Sigma^<_{nn}=DG^<_{nn}$. On an interior site, with all blocks at $(n,n)$,

$$C_{nn}=D\left(G^rG^<+G^<G^a-G^<G^a-G^rG^<\right)=0 .$$

Such scattering changes the currents but leaves (11) intact. With $D=0.05$ eV$^2$ the spin current per unit energy changes by up to 0.0028, while the defect stays at $5.2\times10^{-17}$. The cancellation needs both the retarded and the lesser part of the self-energy, and it needs the random potential to be scalar in spin. The self-energy itself, $D$ times a block of the Green function, is in general a spin matrix. Magnetic impurities give products such as $\sigma_aG_{nn}\sigma_a$ instead, and the terms then do not cancel in general.

**Spin-dependent hopping.** Let $h_{n+1,n}=V$ be a $2\times2$ matrix. The equation $\dot\rho=-i[h,\rho]$ gives site $n+1$ the spin

$$-\tfrac i2\mathrm{Tr}\left[\sigma\left(V\rho_{n,n+1}-\rho_{n+1,n}V^\dagger\right)\right]=\mathrm{Im}\,\mathrm{Tr}[\sigma V\rho_{n,n+1}]$$

per unit time, because the second product is the adjoint of the first. In the same way site $n$ receives $\mathrm{Im}\,\mathrm{Tr}[\sigma V^\dagger\rho_{n+1,n}]=-\mathrm{Im}\,\mathrm{Tr}[V\sigma\rho_{n,n+1}]$. The sum of both is

$$\mathrm{Im}\,\mathrm{Tr}\left([\sigma,V]\rho_{n,n+1}\right).$$

It vanishes for scalar $V$. Otherwise the bond itself in general creates or destroys spin. If the spin dependence of $V$ comes from spin-orbit coupling, the crystal lattice takes up the difference.

**Transients.** Before a steady state is reached, $\dot s_n$ must be kept. An isolated ten-site chain was started in the ground state of a different field and followed to the time $2\hbar/\text{eV}$. There $\dot s_n$, taken by finite differences, reaches 0.092 eV/$\hbar$. The full balance holds to $1.5\times10^{-9}$ eV/$\hbar$.

### The torque on the moments

Rotate all moments of a layer by a small angle $d\theta$ about $y$, so that $dm_n=d\theta\,\hat y\times m_n$. The exchange energy is $-\sum_n\Delta_nm_n\cdot S_n$, hence

$$\left\langle\frac{\partial H}{\partial\theta}\right\rangle=-\sum_n\Delta_n(\hat y\times m_n)\cdot s_n=-\hat y\cdot\sum_n\Delta_n\,m_n\times s_n .$$

The generalized force on the angle is minus this derivative. The same holds for any axis, so the torque on the moment of site $n$ is

$$\tau_n=\Delta_n\,m_n\times s_n=s_n\times B_n=J_{n-1}-J_n .\tag{13}$$

It is the reaction to the torque $B_n\times s_n$ on the electrons. For a layer the intermediate currents cancel in the sum:

$$\sum_{n\in\text{layer}}\tau_n=J_{\rm in}-J_{\rm out}.\tag{14}$$

If the layer is uniform, each $\tau_n$ is perpendicular to the common $m$, and $J\cdot m$ passes unchanged. This is the constant 2.75 µeV of the opening.

### Spin current without bias

In equilibrium $\langle\partial H/\partial\theta\rangle=d\Omega/d\theta$, where $\Omega=-kT\ln\mathrm{Tr}\,e^{-(H-\mu N)/kT}$ is the grand potential. By (14) the spin current absorbed by a layer is then $-d\Omega/d\theta$ about each axis. If the energy depends on the angle between two magnets, a spin current flows between them at zero bias.

Let all moments lie in the $xz$ plane. Then $h$ is real and symmetric, because $\sigma_x$ and $\sigma_z$ are. The equilibrium density matrix is the Fermi function of this matrix and is real and symmetric too. Since $\sigma_y$ is antisymmetric, $s_{n,y}=\tfrac12\mathrm{Tr}[\sigma_y\rho_{nn}]=0$. Both $s_n$ and $B_n$ lie in the plane, and the equilibrium torque points along $y$, out of the plane.

An in-plane torque needs $s_{n,y}\neq0$ and hence a bias. Let $A_q=G^r\Gamma_qG^a$ be the part of the spectrum filled from lead $q$. Then

$$G^r-G^a=G^r\left[(G^a)^{-1}-(G^r)^{-1}\right]G^a=G^r(\Sigma^r-\Sigma^a)G^a=-i(A_L+A_R).$$

For real symmetric $h$ and coplanar leads $G^r$ is symmetric, so $G^a$ is its complex conjugate and $A_L+A_R=-2\,\mathrm{Im}\,G^r$ is real and symmetric. It carries no $s_y$: the $s_y$ from the left is the negative of that from the right. Raising the left occupation therefore gives the same in-plane torque as lowering the right one by the same amount. The out-of-plane torque has no such property.

### A spin valve with rough cobalt and copper parameters

The left lead is magnetic along $z$. There follow 10 non-magnetic spacer layers, 15 free layers with moments at 60°, 3 cap layers and a non-magnetic lead. The hopping is 1 eV, the splitting 1.5 eV in both magnets, the Fermi level $-1.2$ eV from the centre of the non-magnetic band, and the temperature 300 K. Layers are 0.2 nm apart and a chain occupies 0.06 nm$^2$. The bias part of the density matrix is obtained by raising the left reservoir by 0.1 meV at fixed site energies. The table lists $J_{n-1}-J_n$ in µeV for the first three free layers; $s_n\times B_n$, computed from the diagonal blocks, agrees in all printed digits.

| Layer | $x$ | $y$ | $z$ |
|---|---|---|---|
| 1 | −1.63 | 3.21 | 2.83 |
| 2 | 0.08 | 2.64 | −0.14 |
| 3 | 1.23 | −0.51 | −2.13 |

The torque turns from layer to layer. In the free layer the two spin directions have $k=1.344$ and $0.224$ per layer at the Fermi level. Their relative phase advances by $1.120$ per layer, which gives a period of $2\pi/1.120=5.61$ layers, or 1.12 nm. This is the period for two forward waves at the Fermi level alone; the torque in the table turns by unequal steps, so the period describes it only roughly. The sum over the layer is

$$(1.927-2.130,\;3.907+0.303,\;2.171-1.820)=(-0.203,\;4.210,\;0.351)\ \mu\text{eV},$$

where the unrounded inputs give 0.352 for the last component. The in-plane direction that turns $m$ toward the polarizer is $u=(-\cos60^\circ,0,\sin60^\circ)$, and

$$\tau\cdot u=0.5\times0.203+0.866\times0.352=0.406\ \mu\text{eV}.$$

The first layer alone has $0.5\times1.63+0.866\times2.83=3.27$ µeV. The total is small because contributions of opposite sign nearly cancel.

For a rough magnetization of $1.4\times10^6$ A/m, the moment of the free layer per chain is this value times $0.06\ \text{nm}^2\times3\ \text{nm}$, or $2.52\times10^{-22}$ J/T. The in-plane torque is $6.5\times10^{-26}$ J. Their ratio is an equivalent field of 0.26 mT.

The out-of-plane torque is 4.21 µeV with the left reservoir raised and $-2.86$ µeV with the right one lowered; the in-plane torque is equal in the two cases. The difference of 7.07 µeV is the change of the equilibrium torque when both reservoirs are raised. A real bias also moves the electrostatic potential. Raising the site energies of the left lead and spacer by 0.1 meV changes the equilibrium torque by $-6.49$ µeV, so that the first value becomes $4.21-6.49=-2.28$ µeV to first order. The out-of-plane response thus has no definite value until the potential is specified. The in-plane torque is unaffected at this order, since the shifted $h$ is still real.

The equilibrium torque itself is 4241.15 µeV, and it equals the $y$ spin current in the spacer. Diagonalizing a finite chain with 220 lead sites on either side gives the same digits. The numerical derivative $-d\Omega/d\theta$ of that chain gives 4241.147 µeV, lower by a fraction $7\times10^{-7}$.

### The model beside a real spin valve

The current density, $7.7\times10^{10}$ A/m$^2$, lies in the rough range used to drive metallic spin valves. The equilibrium torque does not: per area it is 11 mJ/m$^2$, whereas coupling through about 2 nm of copper is roughly 0.1 mJ/m$^2$ or less. Real layers have many transverse wave vectors, which a single chain leaves out. Averaging over those of a simple cubic stack with the same hopping, splitting, Fermi level and temperature lowers the torque to 39 µeV per chain, or 0.10 mJ/m$^2$. Halving the density of the energy grid shifts this by 5 µeV, but much finer sampling again gives 39 µeV.

The in-plane torque per $\hbar/2$ of particle flow is 0.043 in the chain at 300 K, small beside the few tenths that are a rough measure for real metallic valves. For the cubic stack at 0 K, a mesh of 44 by 44 transverse wave vectors gives 0.050, but this is not converged: much finer sampling lowers it to 0.038. At 300 K the finely sampled value is 0.037, not far from that of the chain. Temperature matters greatly here: at 0 K the chain's in-plane torque is 3.52 µeV, almost nine times the value at 300 K. The reason lies in the free layer. Its minority band begins only 0.05 eV, or about $2kT$, below the Fermi level, so the phases collected in the layer vary strongly over the thermal window and the in-plane torque changes sign with energy. If the response of the free layer and of everything to its right is held at its Fermi-level value, the average at 300 K is 3.78 µeV and the reduction disappears. In the chain, the transverse spin current leaving the free layer is 0.15 of that entering it when the left reservoir is raised. When the right one is lowered instead, the ratio is 0.18, because the incoming $y$ component differs. For the stack at 0 K, with the left reservoir raised, the ratio converges slowly: it falls from about 0.3 to 0.16 between meshes of 32 and 44 points per direction, and much finer sampling gives 0.19. In this one-band stack and at this thickness, the transverse average therefore does not remove the transmitted transverse spin. This is a property of the model: real Co/Cu interfaces, with several bands, are generally found to absorb most of it within the first few layers. The ratio for the stack at 0 K does not fall steadily with thickness: it is 0.25 for 16 atomic layers and 0.24 for 20. It drops only for much thicker free layers, to 0.16 for 30 and 0.05 for 60.

Spin-orbit coupling breaks the assumption behind (11). A term $0.05\,i\sigma_y$ eV in the hopping at the spacer–free interface, a rough size, produces an extra torque of 7.3% of the total exchange torque. As the latter is mostly out of plane, this is about 0.3 µeV, comparable with the whole in-plane part. Spin-flip scattering with a rough length of 40 nm would remove about $1-e^{-3/40}=7\%$ of the spin current over the 3 nm layer. In a pillar of 50 nm radius the current's own magnetic field reaches 2.4 mT at the edge, nine times the equivalent field of the in-plane torque.

The torque values thus belong to this chain and are no prediction for a Co/Cu/Co device. The balance (11) does not depend on them; it rests on a steady state, scalar hopping and the absence of spin-relaxing self-energies. Most of the values quoted are in the numerical output.

## Numbers as computed

```
Fock-space operator identity, largest error: 1.1e-16 eV
random texture, largest torque per energy: 0.0720
random texture, balance defect per energy: 4.5e-17
G< against scattering states, error: 5.5e-16 1/eV
contact formula against lead site, error: 1.8e-16
broadening 0.05 eV: largest defect 0.0022
  defect + 2 eta s: 2.7e-17
scalar disorder 0.05 eV^2: defect 5.2e-17
  change of spin current by disorder: 0.0028
transient: largest ds/dt 0.0922 eV/hbar
  error of the full balance: 1.5e-09 eV/hbar
hopping 1.0 eV, splitting 1.5 eV, Fermi level -1.2 eV
spacer, free, cap layers: 10, 15, 3
layer spacing 0.20 nm, area 0.060 nm^2
angle 60.0 deg, T 300.0 K, kT 25.852 meV
bias 0.10 mV, magnetization 1.40e+06 A/m
k majority, minority: 1.3439, 0.2241 rad/layer
spin precession period in free layer: 1.122 nm
charge current: 4.5942 nA per chain
current density: 7.6569e+10 A/m^2
vectors below: x y z, bias part, micro-eV (per hbar)
spin current into free layer:      1.9273    3.9073    2.1713
spin current out of free layer:    2.1303   -0.3025    1.8196
layer 1 J_in - J_out:   -1.6345    3.2067    2.8311
layer 1 s x B:          -1.6345    3.2067    2.8311
layer 2 J_in - J_out:    0.0791    2.6369   -0.1370
layer 2 s x B:           0.0791    2.6369   -0.1370
layer 3 J_in - J_out:    1.2286   -0.5058   -2.1280
layer 3 s x B:           1.2286   -0.5058   -2.1280
free layer, J_in - J_out:   -0.2030    4.2097    0.3516
free layer, sum of s x B:   -0.2030    4.2097    0.3516
largest balance defect: 3.9e-14 micro-eV
quadrature shift, 100 to 160 nodes: 6.2e-06 micro-eV
in-plane torque toward polarizer:    0.4060 micro-eV
out-of-plane torque, left raised:    4.2097 micro-eV
out-of-plane, right lowered:        -2.8595 micro-eV
equivalent field, in-plane torque: 0.2582 mT
equilibrium torque y, poles:       4241.1495 micro-eV
equilibrium torque y, long chain:  4241.1495 micro-eV
equilibrium torque y, -dOmega/dth: 4241.1467 micro-eV
equilibrium spin current y, spacer: 4241.1495 micro-eV
neglected effects:
in-plane torque at 0 K:    3.5243 micro-eV
torque per hbar/2 of flow, chain: 0.0430
  cubic stack: 0.0500, mesh shift -1.9e-03
transverse spin passed, chain: 0.1479
  cubic stack: 0.1567, mesh shift -1.5e-01
equilibrium torque y, cubic stack:   38.9504 micro-eV
  grid shift:    5.2615 micro-eV
spin-orbit bond 0.05 eV: extra torque / exchange 0.0728
potential step: out-of-plane change   -6.4902 micro-eV
spin-flip loss, length 40 nm: 0.0723
Oersted field, radius 50 nm: 2.4055 mT
```
